\section*{London's ring-current susceptibility of benzene and naphthalene}

\section{The question}

A magnetic field perpendicular to a benzene molecule induces a circulating current of pi electrons, whose moment opposes the field. Naphthalene has two such hexagons, fused along a bond. If each carried the benzene current, the ring-current susceptibility would double. But the electrons are shared between the rings, and the size of the response has to be found from the energy levels of the whole molecule in the field. In the Hückel model the field enters through phase factors on the resonance integrals, and the answer is a pure number.

Atomic units are used in the algebra. The electron has charge $-1$, the field is $\mathbf B=B\hat{\mathbf z}$, and the molecule lies in the $xy$ plane. The one-electron Hamiltonian is
\begin{equation}
H=\tfrac12(\mathbf p+\mathbf A)^2+V,\qquad \mathbf A(\mathbf r)=\tfrac12\mathbf B\times\mathbf r .
\end{equation}
The spin terms cancel in a closed shell.

\section{Assumptions and theorem}

\begin{enumerate}
\item Each carbon atom $s$, at $\mathbf R_s$, contributes one electron and one real $p_z$ orbital $\phi_s$. Overlap between different atoms is neglected.
\item At zero field the matrix elements are $\alpha$ on each atom, $\beta<0$ between bonded atoms, and zero otherwise. The hexagons are regular, with equal area $S$.
\item The potential in a resonance integral is that of the two bonded atoms, hence symmetric under reflection in the plane that contains the bond and is perpendicular to the molecule.
\item The field-induced changes of $\alpha$ and of the magnitude of $\beta$ are dropped.
\end{enumerate}

Let $E(B)$ be the sum of the occupied pi levels, each counted twice, and let $\chi=-d^2E/dB^2$ at $B=0$. This is the perpendicular component of the ring-current susceptibility.

\subsection*{Theorem}
Under these assumptions the resonance integral in the field is
\begin{equation}
H_{rs}=\beta e^{iBS_{rs}},\qquad S_{rs}=\tfrac12(\mathbf R_r\times\mathbf R_s)_z, \label{eq:london}
\end{equation}
and
\begin{equation}
\chi_{\rm benz}=-\tfrac29|\beta|S^2,\qquad
\frac{\chi_{\rm naph}}{\chi_{\rm benz}}=\frac{9}{\sqrt5}+\frac{15}{\sqrt{13}}-6=2.185 . \label{eq:main}
\end{equation}

\section{The phase factor}

\subsection*{Lemma 1}
With London orbitals $\chi_s=e^{-i\mathbf A_s\cdot\mathbf r}\phi_s$, where $\mathbf A_s=\mathbf A(\mathbf R_s)$, the matrix element between bonded atoms is $e^{iBS_{rs}}h_{rs}(B)$, with $h_{rs}$ real and even in $B$.

\subsection*{Proof}
Since $\mathbf p=-i\nabla$, moving the exponential to the left of $\mathbf p$ gives
\begin{equation}
(\mathbf p+\mathbf A)\chi_s=e^{-i\mathbf A_s\cdot\mathbf r}(\mathbf p+\mathbf A-\mathbf A_s)\phi_s .
\end{equation}
Applying this twice yields
\begin{equation}
H_{rs}=\int\phi_r\,e^{i(\mathbf A_r-\mathbf A_s)\cdot\mathbf r}\left[\tfrac12(\mathbf p+\mathbf A-\mathbf A_s)^2+V\right]\phi_s\,d^3r .
\end{equation}
Write $\mathbf r=\mathbf m+\mathbf u$ with the bond midpoint $\mathbf m=\frac12(\mathbf R_r+\mathbf R_s)$. The constant part of the phase is
\begin{align}
(\mathbf A_r-\mathbf A_s)\cdot\mathbf m
&=\tfrac14[\mathbf B\times(\mathbf R_r-\mathbf R_s)]\cdot(\mathbf R_r+\mathbf R_s)\nonumber\\
&=\tfrac14\mathbf B\cdot[(\mathbf R_r-\mathbf R_s)\times(\mathbf R_r+\mathbf R_s)]\nonumber\\
&=\tfrac14\mathbf B\cdot[2\,\mathbf R_r\times\mathbf R_s]=BS_{rs}.
\end{align}
The rest of the integral is $h_{rs}(B)$. Let $\xi$ and $\eta$ be in-plane coordinates from $\mathbf m$, along and perpendicular to the bond, with $\mathbf R_r-\mathbf R_s=D\hat{\boldsymbol\xi}$ and $\hat{\boldsymbol\eta}=\hat{\mathbf z}\times\hat{\boldsymbol\xi}$. Then the remaining phase is $\frac12BD\eta$, and the kinetic energy is
\begin{equation}
\tfrac12\left[(p_\xi-\tfrac12B\eta)^2+(p_\eta+\tfrac12B(\xi-\xi_s))^2+p_z^2\right].
\end{equation}
The reflection $\eta\to-\eta$, $p_\eta\to-p_\eta$ leaves $\phi_r$, $\phi_s$ and $V$ unchanged and turns $B$ into $-B$ in both expressions. Hence $h_{rs}(B)=h_{rs}(-B)$. Complex conjugation reverses $\mathbf p$ and the phase, which again amounts to $B\to-B$, so $h_{rs}^*(B)=h_{rs}(-B)=h_{rs}(B)$. $\square$

Therefore $h_{rs}=\beta+O(B^2)$. Setting $h_{rs}=\beta$, by assumption 4, gives (\ref{eq:london}).

\subsection*{Remark: what is dropped}
The change of $h_{rs}$ is of order $B^2$, the same order as the energy that defines $\chi$. The diagonal element also changes: its linear term is proportional to the mean angular momentum of a real orbital, which is zero, but a quadratic term remains. These local terms do not describe circulation around a ring. Omitting them defines the ring-current part; it does not follow from the smallness of $B$.

A model shows the possible size. Take $\phi_s\propto z\,e^{-|\mathbf r-\mathbf R_s|^2/2}$ and a potential $-3e^{-|\mathbf r-\mathbf R|^2/2}$ at each of two atoms 1.40 angstrom apart. Quadrature on a grid, with Fourier derivatives, gives a relative change of $|h_{rs}|$ of $-9.0\times10^{-5}$ at $B=0.01$, or $-cB^2$ with $c=0.90$. The benzene bond energy $8\beta$ found below then rises by $8|\beta|cB^2$, compared with the ring term $|\beta|S^2B^2/9$. The ratio $72c/S^2$ is about 0.2. The diagonal term is of similar size. It is $\frac18B^2\langle\rho^2\rangle$ per electron, with $\rho$ the in-plane distance from the atom and $\langle\rho^2\rangle=1$ for this orbital. Six electrons give $0.75B^2$, which is 0.19 of the ring term for $\beta=-3.0$ eV. Assumption 3 drops a term of another kind: the other atoms of the ring break the reflection symmetry and add a phase linear in $B$. With wells on all six atoms of a hexagon and the origin at its centre, the model bond phase is $0.985\,BS/6$ instead of $BS/6$, which would lower the ring term by about 3 percent. These are estimates for the model orbital, and not corrections for real benzene.

\section{Flux and the choice of origin}

\subsection*{Lemma 2}
The levels do not depend on the origin. Around a ring traversed counterclockwise, the phases $BS_{rs}$ add to $BS$.

\subsection*{Proof}
Adding a vector $\mathbf d$ to all positions gives
\begin{align}
S'_{rs}&=\tfrac12[(\mathbf R_r+\mathbf d)\times(\mathbf R_s+\mathbf d)]_z\nonumber\\
&=S_{rs}+\tfrac12(\mathbf R_r\times\mathbf d)_z-\tfrac12(\mathbf R_s\times\mathbf d)_z
=S_{rs}+g_r-g_s,
\end{align}
with $g_r=\frac12(\mathbf R_r\times\mathbf d)_z$. Thus $H'=UHU^\dagger$, where $U$ is diagonal with elements $e^{iBg_r}$, and the eigenvalues are unchanged. Each $S_{rs}$ is the signed area of the triangle formed by the origin and the bond, taken from $r$ to $s$. With the origin inside a hexagon, the six triangles fill it. Around a closed ring the differences $g_r-g_s$ cancel, so the sum is $S$ for any origin. $\square$

The flux phase of one hexagon is denoted by $\varphi=BS$.

\section{The general susceptibility}

\subsection*{Proposition}
Let $A_{rs}=1$ for bonded atoms and zero otherwise. Let $c_{ri}$ be the real orthonormal zero-field eigenvectors with energies $\varepsilon_i$, and let $p_{rs}=2\sum_i^{\rm occ}c_{ri}c_{si}$ be the bond orders. For a closed shell with a gap,
\begin{equation}
\chi=2\beta\sum_{\rm bonds}p_{rs}S_{rs}^2
+4\beta^2\sum_i^{\rm occ}\sum_j^{\rm vac}\frac{K_{ij}^2}{\varepsilon_j-\varepsilon_i},
\quad K_{ij}=\sum_{rs}c_{ri}A_{rs}S_{rs}c_{sj}. \label{eq:general}
\end{equation}

\subsection*{Proof}
Expanding the phase gives
\begin{equation}
\beta A_{rs}e^{iBS_{rs}}=\beta A_{rs}\left(1+iBS_{rs}-\tfrac12B^2S_{rs}^2+\cdots\right).
\end{equation}
The linear term has zero expectation value in a real orbital because $S_{rs}=-S_{sr}$. Its elements between occupied orbitals shift levels in opposite directions and leave their sum unchanged. Its elements to vacant orbitals are $i\beta BK_{ij}$. Second-order perturbation theory therefore gives, with two electrons per orbital,
\begin{equation}
E-E_0=B^2\left[-\beta\sum_{\rm bonds}p_{rs}S_{rs}^2
-2\beta^2\sum_i^{\rm occ}\sum_j^{\rm vac}\frac{K_{ij}^2}{\varepsilon_j-\varepsilon_i}\right].
\end{equation}
In the first term the two orders $rs$ and $sr$ of each bond cancel the factor $\frac12$. Since $\chi$ is $-2$ times the bracket, (\ref{eq:general}) follows. $\square$

For positive bond orders the first term is diamagnetic, because $\beta<0$. The second is never negative, and is paramagnetic when it does not vanish. The division depends on the origin. For naphthalene, diagonalizing the zero-field matrix and inserting the result in (\ref{eq:general}) gives $-0.661$ and $+0.176$ in units of $|\beta|S^2$ with the origin at the molecular centre. Displacing the molecule by $(1.3,-0.7)$ bond lengths, with the long axis along $x$, changes them to $-1.177$ and $+0.691$. The sum is $-0.486$ in both cases, as Lemma 2 requires.

\section{Benzene}

With the origin at the centre, each counterclockwise bond has the phase $\varphi/6$. The amplitudes $e^{2\pi ikr/6}$ solve the eigenvalue equation, since the two neighbours of atom $r$ contribute $\beta e^{i(\varphi+2\pi k)/6}$ and its complex conjugate. With $x=(\varepsilon-\alpha)/\beta$,
\begin{equation}
x_k=2\cos\frac{2\pi k+\varphi}{6}.
\end{equation}
Because $\beta<0$, the lowest energies have the largest $x$. For $|\varphi|<\pi$ these are $k=0,\pm1$, so
\begin{align}
E-6\alpha&=4\beta\left[\cos\frac\varphi6+\cos\left(\frac\varphi6+\frac\pi3\right)+\cos\left(\frac\varphi6-\frac\pi3\right)\right]\nonumber\\
&=4\beta\cos\frac\varphi6\left(1+2\cos\frac\pi3\right)=8\beta\cos\frac\varphi6 .
\end{align}
To second order the energy changes by $-8\beta\varphi^2/72=|\beta|\varphi^2/9$. With $\varphi=BS$, two derivatives and the minus sign give $\chi_{\rm benz}=-\frac29|\beta|S^2$. The levels $k=\pm1$ move linearly and oppositely; their sum has no linear term.

\subsection*{Remark: an open shell}
In a square of four atoms the same argument gives $x_k=2\cos[(2\pi k+\varphi)/4]$. At $\varphi=0$ the levels $k=\pm1$ are degenerate at $x=0$, with two electrons to share between them. If the spin Zeeman term is left out, both enter the lower one in a small field, so $E-4\alpha=4\beta[\cos(\varphi/4)+\sin(|\varphi|/4)]$. This has a cusp at zero field, and $\chi$ does not exist. In an open shell the spin term need not cancel. The triplet with one electron in each of the two levels has no linear orbital term but gains $|B|$ in atomic units from the spin. The paired state gains $|\beta|S|B|$, with $S$ the area of the square, which is $0.77|B|$ for $\beta=-3.0$ eV and a side of 1.40 angstrom. For these values the triplet lies lower, and its energy also has a cusp. Within the Hückel model the closed shell is therefore a real condition. The cusp and the triplet ground state rest on the neglect of electron repulsion. An on-site repulsion equal to $|\beta|$, treated by exact diagonalization, makes the ground state of the square a non-degenerate singlet 0.14 eV below the next level, and in weak fields its energy is again quadratic in $B$. The remark is therefore not a description of cyclobutadiene.

\section{Naphthalene}

\subsection*{Lemma 3}
The secular polynomial of naphthalene, with flux phase $\varphi$ in each ring, is
\begin{align}
P(x,\varphi)={}&x^{10}-11x^8+41x^6-61x^4+31x^2-3\nonumber\\
&-4\cos\varphi\,(x^4-3x^2+1)-2\cos2\varphi . \label{eq:poly}
\end{align}

\subsection*{Proof}
Expand the determinant of $x\delta_{rs}-A_{rs}e^{iBS_{rs}}$ in permutations. An atom left in place gives $x$. A cycle of $\ell\ge2$ atoms has permutation sign $(-1)^{\ell-1}$, and its matrix elements bring $(-1)^\ell$, so the product of its phase factors is multiplied by $-1$. An exchange of two bonded atoms gives $-1$, because the phases cancel. A longer cycle enclosing the flux phase $\Phi$ occurs in two directions and gives $-e^{i\Phi}-e^{-i\Phi}=-2\cos\Phi$.

Consider first the terms without long cycles. For a chain of $n$ atoms their sum $q_n$ obeys $q_n=xq_{n-1}-q_{n-2}$, since the end atom either stays in place or is exchanged with its neighbour. From $q_0=1$ and $q_1=x$,
\begin{align}
q_2&=x^2-1, & q_3&=x^3-2x,\nonumber\\
q_4&=x^4-3x^2+1, & q_5&=x^5-4x^3+3x,\nonumber\\
q_6&=x^6-5x^4+6x^2-1, & q_7&=x^7-6x^5+10x^3-4x,
\end{align}
and then
\begin{align}
q_8&=x^8-7x^6+15x^4-10x^2+1,\nonumber\\
q_9&=x^9-8x^7+21x^5-20x^3+5x,\nonumber\\
q_{10}&=x^{10}-9x^8+28x^6-35x^4+15x^2-1 .
\end{align}
For the ten-atom perimeter, one chosen bond is either unused, which gives $q_{10}$, or used, which gives $-q_8$. In naphthalene the shared bond is either unused, leaving the perimeter, or used, leaving two chains of four atoms. The sum is
\begin{align}
q_{10}-q_8-q_4^2={}&(x^{10}-10x^8+35x^6-50x^4+25x^2-2)\nonumber\\
&-(x^8-6x^6+11x^4-6x^2+1),
\end{align}
which is the first line of (\ref{eq:poly}).

There are three long cycles. Each hexagon leaves a chain of four atoms and contributes $-2\cos\varphi\,q_4$. The perimeter encloses both hexagons and contributes $-2\cos2\varphi$. The hexagons share atoms and cannot occur in one permutation. $\square$

\subsection*{Zero-field levels}
Setting $\varphi=0$ and $y=x^2$ gives
\begin{align}
P_0&=y^5-11y^4+41y^3-65y^2+43y-9\nonumber\\
&=(y-1)(y^2-3y+1)(y^2-7y+9).
\end{align}
The factors give $y=1$, $y=(3\pm\sqrt5)/2$ and $y=(7\pm\sqrt{13})/2$. The five occupied levels are the positive square roots,
\begin{equation}
x=1,\qquad x=\frac{\sqrt5\pm1}{2},\qquad x=\frac{\sqrt{13}\pm1}{2}.
\end{equation}

\subsection*{Level shifts}
With $\cos\varphi=1-\varphi^2/2+\cdots$ and $\cos2\varphi=1-2\varphi^2+\cdots$,
\begin{equation}
P=P_0+\varphi^2N+O(\varphi^4),\quad N=2(x^4-3x^2+1)+4=2(y^2-3y+3).
\end{equation}
The roots are simple. A root moves by $\delta x$ such that $P_0'(x)\delta x+\varphi^2N=0$, hence
\begin{equation}
\delta x=-\varphi^2t,\qquad t=\frac{N}{P_0'(x)},\qquad P_0'(x)=2x\frac{dP_0}{dy}.
\end{equation}

For $x=1$, $N=2$ and $P_0'=2(1-3+1)(1-7+9)=-6$, so $t=-\frac13$.

For $y^2=3y-1$, $N=4$ and $y^2-7y+9=4(2-y)$. Since $(y-1)(2-y)=-y^2+3y-2=-1$,
\begin{equation}
P_0'=2x(y-1)(2y-3)\,4(2-y)=-8x(2y-3).
\end{equation}
Here $2y-3=\pm\sqrt5$ and $1/x=(\sqrt5\mp1)/2$. The two terms add to
\begin{equation}
-\frac{\sqrt5-1}{4\sqrt5}+\frac{\sqrt5+1}{4\sqrt5}=\frac1{2\sqrt5}.
\end{equation}

For $y^2=7y-9$, $N=4(2y-3)$ and $y^2-3y+1=4(y-2)$. Also $(y-1)(y-2)=y^2-3y+2=4y-7$. Put $s=2y-7=\pm\sqrt{13}$. Then
\begin{align}
P_0'&=8x(4y-7)(2y-7)=8x(7+2s)s,\nonumber\\
t&=\frac{4+s}{2xs(7+2s)}
=\frac{(4+s)(7-2s)}{2xs(49-52)}=\frac{s-2}{6xs},
\end{align}
where $s^2=13$ was used. With $1/x=(\sqrt{13}\mp1)/6$, the two terms add to
\begin{equation}
\frac{(\sqrt{13}-2)(\sqrt{13}-1)+(\sqrt{13}+2)(\sqrt{13}+1)}{36\sqrt{13}}
=\frac{30}{36\sqrt{13}}=\frac5{6\sqrt{13}} .
\end{equation}

\subsection*{Completion of the proof}
The sum over occupied levels is
\begin{equation}
\sigma=\frac1{2\sqrt5}+\frac5{6\sqrt{13}}-\frac13=0.2236+0.2311-0.3333=0.1214 .
\end{equation}
Since $E-10\alpha=2\beta\sum x$, the energy changes by $-2\beta\sigma\varphi^2=2|\beta|\sigma\varphi^2$, and $\chi_{\rm naph}=-4|\beta|\sigma S^2$. Division by $-\frac29|\beta|S^2$ gives $18\sigma$, which is (\ref{eq:main}). $\square$

The positive total is a balance: the levels $x=1$ and $x=(\sqrt5+1)/2$ have $t=-0.333$ and $t=-0.138$; they are lowered by the field and contribute paramagnetically, while the other three occupied levels are raised and outweigh them.

\section{Currents and unequal bonds}

Let the two rings have independent fluxes $\Phi_1$ and $\Phi_2$. The moment $-dE/dB$ equals $(I_1+I_2)S$ with $I_k=-\partial E/\partial\Phi_k$. At equal fluxes, symmetry makes $I_1=I_2$, so to leading order in the field each ring carries half the ratio, or 1.093 times the benzene current. The phase of the shared bond enters the two fluxes with opposite signs. Its current is $I_1-I_2=0$, and the current runs around the perimeter.

The ratio does not depend on the common values of $\beta$ and $S$, but it was derived for equal resonance integrals and zero overlap, and it changes when they are altered. Reducing that of the shared bond to $0.9\beta$, diagonalizing, and taking the second derivative by finite differences gives a ratio of 2.210 to unchanged benzene. The other bonds act in the opposite direction. The same reduction gives 2.024 for the four perimeter bonds at the shared atoms, 2.147 for the four bonds next to these, and 2.100 for the two bonds parallel to the shared one. With equal integrals and an overlap of 0.25 between bonded atoms, carrying the same phase factor, the ratio is 2.22. The digits of 2.185 therefore belong to the model; real naphthalene has unequal bonds.

\section{Worked example}

Take the round parameters $\beta=-3.0$ eV and a bond length of 1.40 angstrom. The hexagon area is
\begin{equation}
S=\tfrac{3\sqrt3}{2}(1.40)^2=5.092\ \text{angstrom}^2 .
\end{equation}
In ordinary units $\varphi=eBS/\hbar$, so $\chi$ acquires the factor $(e/\hbar)^2$:
\begin{align}
\chi_{\rm benz}&=-\tfrac29(3.0)(5.092)^2=-17.3\ \text{eV angstrom}^4\,(e/\hbar)^2,\\
\chi_{\rm naph}&=2.185\,\chi_{\rm benz}=-37.8\ \text{eV angstrom}^4\,(e/\hbar)^2 .
\end{align}
These are $-6.4\times10^{-28}$ and $-1.40\times10^{-27}$ J/T$^2$ per molecule. At 10 T the flux phase of a hexagon is $7.7\times10^{-4}$, so the expansion in $\varphi$ is well justified. The absolute values scale with the chosen $|\beta|$ and with the fourth power of the bond length, and they omit the local terms and the sigma and core electrons. They are not predictions of the total susceptibility.

Numerical values quoted here were computed with a short program.
